# Linear Dopant Segregation from a Half-Space to an Initially Empty Interface, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the atom balance to the filling law

### The physical situation

A metal silicide film on silicon contains dopant atoms, and the interface between the two solids offers them sites of lower energy. During an anneal the atoms diffuse through the silicide, and some of them settle at the interface. The dopant held there can alter the contact, so a process simulator needs its amount after a given time. Equilibrium gives the final amount but not the time needed to approach it. That time depends on how fast the silicide can supply atoms, and the supply weakens as the region next to the interface is depleted.

The simplest useful model replaces the film by a half-space \(x>0\) and the interface by the plane \(x=0\). The dopant concentration in the half-space is \(c(x,t)\), in atoms per volume, and the plane holds \(\Gamma(t)\) atoms per area. The diffusivity \(D\) is constant. At \(t=0\) the concentration is \(c_0\) everywhere in \(x>0\), and the plane is empty, \(\Gamma(0)=0\). No dopant passes through the plane into \(x<0\), the plane does not move, and no electric field acts on the atoms in the half-space.

### Linear equilibrium and the enrichment length

Exchange between the plane and the adjoining bulk is taken to be much faster than diffusion. The two are then in local equilibrium for \(t>0\). If few interface sites are occupied and the segregated atoms do not influence one another, the amount on the plane is proportional to the adjoining concentration:

\[
\Gamma(t)=s\,c(0,t). \tag{1}
\]

The constant \(s\) has the dimension of length, because \(\Gamma\) is a number per area and \(c\) a number per volume. It is the thickness of bulk, at the adjoining concentration, that would hold as many atoms as the plane. If the physical interface is a thin layer of thickness \(\delta\) whose concentration is \(K\) times the adjoining one, its content is \(K\delta\,c(0,t)\), and therefore \(s=K\delta\). Here \(\Gamma\) counts all the atoms in the layer. Counting only the excess over bulk would give \((K-1)\delta\) instead, so data must be converted to the same convention before they are compared.

When the whole half-space has returned to \(c_0\), equation (1) gives the equilibrium content \(s c_0\). A half-space can supply this finite amount without lowering its concentration far away. The fractional filling is therefore defined as

\[
F(t)=\frac{\Gamma(t)}{s c_0}=\frac{c(0,t)}{c_0}. \tag{2}
\]

It is a fraction of the equilibrium content, not of the available sites. An interface with \(F=1\) may still have nearly all its sites free.

The initial condition needs care. An empty plane in local equilibrium requires \(c(0,t)\to0\) as \(t\to0\), although the concentration at every fixed \(x>0\) starts at \(c_0\). The profile therefore begins with a jump at the interface, which diffusion smooths immediately.

### The boundary condition

Fick's law gives the flux in the direction of increasing \(x\) as \(-D\,\partial c/\partial x\). Atoms that reach the plane travel towards decreasing \(x\), so their rate of arrival per area is the negative of this flux at \(x=0\). Since nothing leaves on the other side,

\[
\frac{d\Gamma}{dt}=D\left.\frac{\partial c}{\partial x}\right|_{x=0}. \tag{3}
\]

The sign is as it should be: near a filling interface the concentration rises with \(x\), the derivative is positive, and \(\Gamma\) grows. Inserting (1) with constant \(s\) gives the full problem for \(c\):

\[
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}\quad(x>0),
\qquad
s\frac{\partial c}{\partial t}=D\frac{\partial c}{\partial x}\quad(x=0). \tag{4}
\]

The second equation contains a time derivative because the plane stores atoms. Its present concentration records all that has arrived since the start.

### Scaled variables

Lengths are measured in units of \(s\), and times in units of \(s^2/D\), the time that diffusion needs to cross a distance of order \(s\):

\[
X=\frac{x}{s},\qquad T=\frac{Dt}{s^2},\qquad u(X,T)=\frac{c}{c_0}. \tag{5}
\]

Then \(\partial c/\partial t=(c_0D/s^2)u_T\), \(\partial c/\partial x=(c_0/s)u_X\) and \(\partial^2c/\partial x^2=(c_0/s^2)u_{XX}\), where subscripts denote derivatives. In the bulk equation both sides carry the factor \(c_0D/s^2\). In the boundary condition both sides carry \(c_0D/s\). Cancelling these factors leaves

\[
u_T=u_{XX}\quad(X>0),\qquad u_T=u_X\quad(X=0), \tag{6}
\]

with \(u(X,0)=1\) for \(X>0\), \(F(T)=u(0,T)\) and \(F(0)=0\). No parameter remains. Within this model the filling is one universal function of \(Dt/s^2\), and it does not depend on \(c_0\).

### Laplace transform

Define \(U(X,p)=\int_0^\infty e^{-pT}u(X,T)\,dT\). Integration by parts shows that the transform of \(u_T\) is \(pU\) minus the initial value of \(u\). In the bulk this initial value is 1, so

\[
U_{XX}-pU=-1. \tag{7}
\]

A particular solution is \(1/p\). The homogeneous solutions are \(e^{\sqrt p X}\) and \(e^{-\sqrt p X}\). The first grows without limit and is discarded, because the concentration stays bounded. Hence

\[
U=\frac1p+A\,e^{-\sqrt p X}. \tag{8}
\]

At the boundary the initial value is \(F(0)=0\), not 1, and here the empty interface enters the calculation. The transformed boundary condition is \(pU(0,p)-0=U_X(0,p)\). With (8) it becomes

\[
p\left(\frac1p+A\right)=-\sqrt p\,A
\quad\Longrightarrow\quad
1+(p+\sqrt p)A=0, \tag{9}
\]

so that \(A=-1/[\sqrt p(1+\sqrt p)]\). The transform of \(F\) is \(U\) at \(X=0\). Over the common denominator \(p(1+\sqrt p)\) it reads

\[
\tilde F(p)=\frac1p-\frac1{\sqrt p(1+\sqrt p)}
=\frac{(1+\sqrt p)-\sqrt p}{p(1+\sqrt p)}
=\frac1{p(1+\sqrt p)}. \tag{10}
\]

### Inversion

The term \(1/p\) is the transform of 1. The other term is separated by multiplying its numerator and denominator by \(\sqrt p-1\):

\[
\frac1{\sqrt p(\sqrt p+1)}
=\frac{\sqrt p-1}{\sqrt p(p-1)}
=\frac1{p-1}-\frac1{\sqrt p}\,\frac1{p-1}. \tag{11}
\]

For \(p>1\), \(1/(p-1)\) is the transform of \(e^T\), by direct integration. The factor \(1/\sqrt p\) is the transform of \(1/\sqrt{\pi T}\), as the substitution \(T=y^2\) shows:

\[
\int_0^\infty\frac{e^{-pT}}{\sqrt{\pi T}}\,dT
=\frac2{\sqrt\pi}\int_0^\infty e^{-py^2}dy=\frac1{\sqrt p}. \tag{12}
\]

A product of transforms is the transform of a convolution. To see this, write the product as a double integral over two times \(v\) and \(r\) with the weight \(e^{-p(v+r)}\), and collect the terms with \(v+r=T\). The last term of (11) thus belongs to

\[
\int_0^T\frac{e^{T-v}}{\sqrt{\pi v}}\,dv
=e^T\frac2{\sqrt\pi}\int_0^{\sqrt T}e^{-y^2}dy
=e^T\operatorname{erf}\sqrt T, \tag{13}
\]

where \(v=y^2\) was used. The right side of (11) is therefore the transform of \(e^T-e^T\operatorname{erf}\sqrt T=e^T\operatorname{erfc}\sqrt T\), with \(\operatorname{erfc}=1-\operatorname{erf}\). Subtracting this from 1 and restoring the physical variables gives

\[
F(t)=1-\exp\left(\frac{Dt}{s^2}\right)
\operatorname{erfc}\left(\frac{\sqrt{Dt}}s\right). \tag{14}
\]

### What the interface remembers

The transform also yields an equation that displays the physics. Since \(F(0)=0\), the transform of \(F'\) is \(\Phi=p\tilde F=1/(1+\sqrt p)\). Thus \((1+\sqrt p)\Phi=1\), and division by \(\sqrt p\) gives \(\Phi=1/\sqrt p-\Phi/\sqrt p\). In the time domain this is

\[
F'(T)=\frac1{\sqrt{\pi T}}
-\int_0^T\frac{F'(v)}{\sqrt{\pi(T-v)}}\,dv. \tag{15}
\]

The first term is the intake of a plane whose concentration stays at zero. The integral is the reduction caused by the concentration that has already built up there. Each increment of filling opposes later arrivals, with an influence that fades as the inverse square root of the elapsed time.

### The concentration profile

An implementation may need the profile as well as the filling. It is \(u=1-w\), with

\[
w(X,T)=e^{X+T}\operatorname{erfc}z,\qquad
z=\sqrt T+\frac X{2\sqrt T}. \tag{16}
\]

Direct substitution proves this and confirms (14) without relying on the inversion. Squaring \(z\) gives \(z^2=T+X+X^2/(4T)\). The derivative of \(\operatorname{erfc}z\) with respect to \(z\) is \(-(2/\sqrt\pi)e^{-z^2}\), and the prefactor \(e^{X+T}\) reduces \(e^{-z^2}\) to \(e^{-X^2/4T}\). Define

\[
G=\frac{e^{-X^2/4T}}{\sqrt{\pi T}}. \tag{17}
\]

Since \(z_X=1/(2\sqrt T)\) and \(z_T=1/(2\sqrt T)-X/(4T^{3/2})\), the first derivatives are

\[
w_X=w-G,\qquad w_T=w-G+\frac X{2T}G. \tag{18}
\]

Differentiating \(w_X\) once more, with \(G_X=-(X/2T)G\), gives

\[
w_{XX}=w_X-G_X=w-G+\frac X{2T}G=w_T. \tag{19}
\]

The diffusion equation holds. At \(X=0\) the last term of \(w_T\) vanishes, so \(w_T=w_X\), and the boundary condition holds too. Both equations are linear and are satisfied by a constant, so \(u=1-w\) also obeys them.

For the initial state, define the scaled complementary error function \(\operatorname{erfcx}z=e^{z^2}\operatorname{erfc}z\). Shifting the integration variable in \(\operatorname{erfc}\) by \(z\) gives

\[
\operatorname{erfcx}z=\frac2{\sqrt\pi}\int_0^\infty e^{-q^2-2zq}\,dq,
\qquad
w=e^{-X^2/4T}\operatorname{erfcx}z. \tag{20}
\]

For \(z\ge0\) the integral lies between 0 and 1, so \(0<w\le e^{-X^2/4T}\). At fixed \(X>0\) this bound vanishes as \(T\to0\), and \(u\to1\). At \(X=0\), \(w=\operatorname{erfcx}\sqrt T\to1\), and \(u\to0\). Both initial conditions are met.

### Uniqueness

Let \(v\) be the difference of two solutions with the same initial data. Suppose that \(v\) and \(v_X\) decay at large \(X\), and that the quantity

\[
E=\frac12\int_0^\infty v^2dX+\frac12v(0,T)^2 \tag{21}
\]

tends to zero as \(T\to0\). Using (6) for both time derivatives and integrating by parts,

\[
E'=\int_0^\infty v\,v_{XX}\,dX+v(0)v_X(0)
=-\int_0^\infty v_X^2\,dX\le0. \tag{22}
\]

The boundary term \(-v(0)v_X(0)\) from the integration cancels the contribution of the plane. Since \(E\) starts at zero, cannot increase and cannot be negative, it stays zero. The two solutions coincide, and (14) is the filling law in this class of solutions.

## Second half: evaluation, example and limits of validity

### Symbols and results carried over

The half-space \(x>0\) starts at concentration \(c_0\) and has diffusivity \(D\). The plane \(x=0\) starts empty and holds \(\Gamma=s\,c(0,t)\) atoms per area, where \(s\) is the enrichment length. With \(X=x/s\) and \(T=Dt/s^2\), the filling \(F=\Gamma/(sc_0)\) and the profile are

\[
F=1-\operatorname{erfcx}\sqrt T,\qquad
\frac c{c_0}=1-e^{-X^2/4T}\operatorname{erfcx}\left(\sqrt T+\frac X{2\sqrt T}\right), \tag{23}
\]

where \(\operatorname{erfcx}z=e^{z^2}\operatorname{erfc}z=(2/\sqrt\pi)\int_0^\infty e^{-q^2-2zq}dq\). The deficit \(w=1-c/c_0\) obeys \(w_T=w_{XX}\) in the bulk, and \(w_T=w_X=w-1/\sqrt{\pi T}\) at \(X=0\).

### Conservation and filling rate

Integrating the bulk equation gives \(\frac{d}{dT}\int_0^\infty w\,dX=-w_X(0,T)=-w_T(0,T)=F'\). Both \(\int w\,dX\) and \(F\) start at zero, so they remain equal: the plane holds what the bulk has lost. This equality is a useful diagnostic for a numerical implementation.

The rate follows from the boundary value of \(w_T\):

\[
\frac{dF}{dt}=\frac D{s^2}\left[\frac1{\sqrt{\pi T}}-\operatorname{erfcx}\sqrt T\right]. \tag{24}
\]

Dropping \(e^{-q^2}\) from the integral for \(\operatorname{erfcx}\) increases it and gives \(\operatorname{erfcx}z<1/(z\sqrt\pi)\) for \(z>0\). The bracket is therefore positive, and the filling rises steadily.

### Early and late times

For small \(z\), expand \(e^{-2zq}\) in the integral. The averages of \(q\), \(q^2\) and \(q^3\) with the weight \((2/\sqrt\pi)e^{-q^2}\) are \(1/\sqrt\pi\), \(1/2\) and \(1/\sqrt\pi\). Setting \(z=\sqrt T\) gives

\[
F=2\sqrt{\frac T\pi}-T+\frac{4T^{3/2}}{3\sqrt\pi}-\cdots . \tag{25}
\]

To leading order \(\Gamma=sc_0F=2c_0\sqrt{Dt/\pi}\), and \(s\) has dropped out. The interface acts as a perfect sink whose intake is set by diffusion alone. Early measurements of \(\Gamma\) therefore determine \(c_0\sqrt D\) but say little about \(s\).

For large \(z\), small values of \(q\) dominate the integral, and \(e^{-q^2}\) may be expanded as \(1-q^2+\cdots\). The two integrals are \(1/(2z)\) and \(1/(4z^3)\), so

\[
1-F=\frac1{\sqrt{\pi T}}\left(1-\frac1{2T}+\cdots\right),
\qquad 1-F\simeq\frac s{\sqrt{\pi Dt}}. \tag{26}
\]

The remaining deficit falls as an inverse square root of time, not exponentially. The missing atoms must come from ever greater depths.

For a half-space supplying an initially empty plane in linear local equilibrium, the filling is now known as a function of \(Dt/s^2\) alone, together with the concentration profile and the early and late limits. What remains is to evaluate the law numerically, apply it to an example, and estimate how the result changes when the model's assumptions are dropped.
